# From incoherent source points to the Hopkins integral and its transmission cross coefficient

Q: A projection lens illuminated by an extended source forms one image on the wafer. You want to compute a separate image for each source point and add the intensities. Light adds by amplitude. Why should I accept a sum of intensities?

A: Because of what the detector averages. Let source point $s$ have complex amplitude $a_s$, and let $E_s(x)$ be the image field that it would produce with unit amplitude. At each instant the fields do add:

$$E(x)=\sum_s a_sE_s(x),\qquad |E(x)|^2=\sum_{s,s'}a_sa_{s'}^*\,E_s(x)E_{s'}^*(x).$$

I assume that the source points emit independently. Write $a_s=\sqrt{w_s}\,e^{i\phi_s}$ with weights $w_s\ge 0$, $\sum_s w_s=1$, and independent phases $\phi_s$, each uniformly distributed over a full turn. For $s\neq s'$,

$$\langle a_sa_{s'}^*\rangle=\sqrt{w_sw_{s'}}\,\langle e^{i\phi_s}\rangle\langle e^{-i\phi_{s'}}\rangle=0,$$

since the mean of $e^{i\phi}$ over a full turn is zero. For $s=s'$ the average is $w_s$. An exposure much longer than the coherence time records this average:

$$I(x)=\sum_s w_s|E_s(x)|^2\;\longrightarrow\;\int S(s)\,|E_s(x)|^2\,ds,\qquad \int S(s)\,ds=1.$$

The arrow replaces the discrete weights by a source density $S(s)$.

Q: And if the points were not independent?

A: Then the averages $\langle a_sa_{s'}^*\rangle$ with $s\ne s'$ need not vanish, and those that do not can leave interference terms in the image. I examined a small one-dimensional system with five source points of unequal weight, an aberrated pupil and a mask of two apertures. I compared intensities at nine image positions and took the largest value of the intensity sum among them as the reference. One average over 40000 sets of random phases differed from the intensity sum by at most 0.0025 of this reference. This is sampling noise; other draws of the same size give roughly 0.001 to 0.006. With all phases fixed and equal, the largest deviation at these positions was 1.49 times the reference. Mutual incoherence is therefore a real assumption about the source.

Q: What is $E_s$? So far it is just a symbol.

A: Some conventions are needed first. The light is quasi-monochromatic with wavelength $\lambda$ and is described by a scalar field. Mask coordinates are scaled to the image, so magnification drops out. Lengths are in units of $\lambda/\mathrm{NA}$ and spatial frequencies in units of $\mathrm{NA}/\lambda$, where NA is the numerical aperture. In two dimensions $x$, $f$ and $s$ are vectors and products such as $fx$ are scalar products. The transform pair is

$$M(f)=\int m(x)e^{-2\pi ifx}dx,\qquad m(x)=\int M(f)e^{2\pi ifx}df .$$

In Köhler illumination each source point sends a tilted plane wave onto the mask. I label the point by the spatial frequency of that wave, $e^{2\pi isx}$. A thin mask multiplies the wave by its transmission $m(x)$, and the spectrum behind the mask is

$$\int m(x)e^{2\pi isx}e^{-2\pi ifx}dx=\int m(x)e^{-2\pi i(f-s)x}dx=M(f-s).$$

Tilting the illumination shifts the diffraction pattern across the pupil without changing its shape. The lens multiplies by its pupil function $P(f)$, which vanishes for $|f|>1$ and may carry an aberration phase inside. The image field is then

$$E_s(x)=\int P(f)M(f-s)e^{2\pi ifx}df .$$

Q: The source coordinate now sits inside the mask spectrum. That looks like the wrong place if you hope to separate source from mask.

A: It can be moved. Put $f=f'+s$; for fixed $s$ this is a translation, so $df=df'$:

$$E_s(x)=e^{2\pi isx}\int P(f'+s)\,M(f')\,e^{2\pi if'x}df'.$$

The prefactor has modulus one and does not depend on $f'$, so it disappears from $|E_s|^2$. Dropping it is legitimate because the fields of different source points no longer interfere. In a coherent sum it would have to be kept.

Now write the squared modulus as a product of the integral and its complex conjugate, with separate integration variables:

$$|E_s(x)|^2=\iint P(f_1+s)P^*(f_2+s)\,M(f_1)M^*(f_2)\,e^{2\pi i(f_1-f_2)x}\,df_1df_2 .$$

The minus sign in the exponent comes from conjugating the second factor. Multiply by $S(s)$, integrate over $s$, and do the source integral first:

$$I(x)=\iint T(f_1,f_2)\,M(f_1)M^*(f_2)\,e^{2\pi i(f_1-f_2)x}\,df_1df_2,$$

$$T(f_1,f_2)=\int S(s)\,P(f_1+s)\,P^*(f_2+s)\,ds .$$

The first line is the Hopkins integral. The function $T$ is the transmission cross coefficient. It contains the source and the pupil but not the mask.

Q: You exchanged the order of integration without a word.

A: The exchange is allowed if the absolute value of the integrand has a finite integral. Take a source of bounded extent, $|s|\le\sigma$, with integrable $S$, and a bounded pupil. The factor $P(f+s)$ vanishes unless $|f+s|\le1$, so $f_1$ and $f_2$ stay within $|f|\le1+\sigma$. If $|M|$ is integrable over this disc, everything is finite and the order does not matter. A periodic mask has a spectrum of isolated orders; the frequency integrals become sums, and a finite number of orders reaches the pupil.

As a check on signs and conjugates, I computed the five-point system in two ways. One convolved the illuminated mask with the point-spread function in real space and added intensities. The other evaluated the double frequency integral with $T$. At the same nine positions they agreed to $8\times10^{-7}$ of the reference intensity, with an asymmetric source, a complex mask and a pupil phase containing even and odd terms.

Q: You call $T$ "the" coefficient. Could another kernel produce the same images?

A: Not for all masks. Take a mask made of two plane waves,

$$m_k(x)=e^{2\pi if_1x}+i^k e^{2\pi if_2x},\qquad k=0,1,2,3,$$

and record the intensity at $x=0$. The amplitude at $f_2$ is $i^k$, and its conjugate is $i^{-k}$, so

$$I_k=T(f_1,f_1)+T(f_2,f_2)+i^{-k}T(f_1,f_2)+i^{k}T(f_2,f_1).$$

Multiply by $i^k$ and sum over $k$. The first two terms vanish because $\sum_k i^k=0$. The last vanishes because $\sum_k i^{2k}=1-1+1-1=0$. The third gives $4T(f_1,f_2)$. Hence

$$T(f_1,f_2)=\tfrac14\sum_{k=0}^{3}i^kI_k .$$

Two kernels that give the same images for all masks must therefore agree. If you object that a passive mask cannot have $|m|=2$, halve its amplitude and multiply the intensities by 4. For the aberrated system the four intensities return $T(0.3,-0.5)=0.713+0.226i$, equal to the value from the definition. With a source of isolated points $T$ jumps at pupil edges: here one point sends the wave at $-0.5$ exactly onto the edge and is counted as passing, and just outside the value is about $0.62+0.26i$. The imaginary part comes from the pupil phase: with real $S$ and real $P$, the definition gives a real $T$.

Q: The double integral contains complex numbers throughout. What guarantees a real, non-negative intensity?

A: Conjugating the definition and exchanging its arguments gives $T(f_2,f_1)=T^*(f_1,f_2)$, which makes the double integral real. For any $u(f)$ for which the integrals exist,

$$\iint T(f_1,f_2)u(f_1)u^*(f_2)df_1df_2=\int S(s)\left|\int P(f+s)u(f)df\right|^2ds\ge0 .$$

With $u(f)=M(f)e^{2\pi ifx}$ the left side is $I(x)$.

Q: Does it reduce to anything I already trust?

A: There are two limits. If the source shrinks to the axis, $T(f_1,f_2)\to P(f_1)P^*(f_2)$ wherever the pupil is continuous. The double integral factorizes into $|\int P(f)M(f)e^{2\pi ifx}df|^2$, the coherent image.

For the opposite limit, let the mask contain frequencies up to $F$, and let a uniform source disc have radius $\sigma\ge1+F$. All points with $|s+f|\le1$ then lie inside the source, so its boundary plays no part. With $S=S_0$ there, the substitution $s'=s+f_2$ gives

$$T(f_1,f_2)=S_0\int P(s'+f_1-f_2)P^*(s')ds'=C(f_1-f_2).$$

Set $q=f_1-f_2$:

$$I(x)=\int C(q)\left[\int M(f_2+q)M^*(f_2)df_2\right]e^{2\pi iqx}dq .$$

The bracket is the spectrum of $|m|^2$, and $C(q)$ is $S_0$ times the spectrum of the squared modulus of the point-spread function $\int P(f)e^{2\pi ifx}df$. The image is the mask's intensity transmission blurred by a fixed intensity spot, which is incoherent imaging. Between these limits $T$ in general neither factorizes nor depends on $f_1-f_2$ alone.

Q: Show me a case that I can follow by hand.

A: Take $\lambda=193$ nm, $\mathrm{NA}=0.85$, a uniform source disc of radius $\sigma=0.6$, perfect focus, and $P=1$ inside the pupil. The mask has equal lines and spaces with pitch $p=320$ nm. It transmits fully for $|x|<p/4$ and blocks the other half of the period. The first order lies at

$$g=\frac{\lambda}{\mathrm{NA}\,p}=\frac{193}{0.85\times320}=0.70956 .$$

The order amplitudes are

$$M_n=\frac1p\int_{-p/4}^{p/4}e^{-2\pi inx/p}dx=\frac{\sin(n\pi/2)}{n\pi},\qquad M_0=\frac12,\quad M_{\pm1}=\frac1\pi,$$

and the other even orders vanish. For source point $s$, order $n$ enters the pupil at $s+ng$, with $g$ taken along the grating direction. The third order is at least $3g-\sigma=1.53$ from the pupil centre, so it is blocked for every source point, and higher orders lie farther out. Three orders remain.

Q: Then you need $T$ for nine pairs of orders.

A: Geometry reduces them to one number. Write $T(n,m)$ for the value at orders $n$ and $m$. Since $\sigma<1$, order 0 passes for all source points and $T(0,0)=1$. Intensities are therefore relative to the image of a clear mask. Let $\tau$ be the fraction of the source for which order $+1$ passes. Then $T(1,0)=T(1,1)=\tau$, because the second condition in $T(1,0)$ is already met. By mirror symmetry the same holds for order $-1$.

For $T(1,-1)$ both side orders must pass. Order $+1$ is lost if $|s|^2+2gs_x+g^2>1$, that is, if

$$s_x>\frac{1-g^2-|s|^2}{2g}\ge\frac{1-g^2-\sigma^2}{2g}.$$

Here $g^2+\sigma^2=0.8635<1$, so the right side is positive and such points have $s_x>0$. By symmetry, points that lose order $-1$ have $s_x<0$. No point loses both, so the lost fractions add:

$$T(1,-1)=1-2(1-\tau)=2\tau-1 .$$

Q: And $\tau$ itself?

A: It is the overlap of the source disc with a unit disc displaced by $g$, divided by the source area. Let $u$ run from the source centre towards the other centre. Subtracting the circle equations $u^2+v^2=\sigma^2$ and $(u-g)^2+v^2=1$ puts their common chord at

$$u_0=\frac{g^2+\sigma^2-1}{2g}=\frac{0.8635-1}{1.4191}=-0.096,$$

with half-length $v_0=\sqrt{\sigma^2-u_0^2}$. The overlap consists of the source segment with $u>u_0$ and the unit-disc segment with $u<u_0$. A segment of a disc of radius $R$, cut at signed distance $d$ from its centre, has area $R^2\arccos(d/R)-d\sqrt{R^2-d^2}$. The two distances are $u_0$ and $g-u_0$, and they sum to $g$, so

$$A=\sigma^2\arccos\frac{u_0}{\sigma}+\arccos(g-u_0)-g\,v_0=0.83707 .$$

Division by $\pi\sigma^2=1.13097$ gives $\tau=0.74013$, hence $T(1,-1)=0.48026$.

Q: Now the image.

A: Put $\theta=2\pi x/p$ and sum $T(n,m)M_nM_me^{i(n-m)\theta}$. The diagonal terms give $1/4+2\tau/\pi^2$. The four terms that pair order 0 with a side order each have weight $\tau/(2\pi)$, two with $e^{i\theta}$ and two with $e^{-i\theta}$; together they give $(2\tau/\pi)\cos\theta$. The two terms that pair the side orders give $2(2\tau-1)\cos(2\theta)/\pi^2$. Thus

$$I=\frac14+\frac{2\tau}{\pi^2}+\frac{2\tau}{\pi}\cos\theta+\frac{2(2\tau-1)}{\pi^2}\cos2\theta$$

$$\phantom{I}=0.39998+0.47118\cos\theta+0.09732\cos2\theta .$$

At the centre of the space the three numbers add to 0.968. At the mask edge, $\theta=\pi/2$, the intensity is $0.39998-0.09732=0.303$. At the centre of the line it is $0.39998-0.47118+0.09732=0.026$. The derivative is $-\sin\theta\,(0.47118+0.38928\cos\theta)$, whose bracket stays positive, so the extremes are at the two centres. The contrast is

$$\frac{0.96848-0.02612}{0.96848+0.02612}=0.9475 .$$

A direct sum over a fine grid of source points agrees with this formula to $3\times10^{-6}$ of the clear field at the five positions compared.

Q: I can follow the algebra, but what does a partially coherent image consist of?

A: Of ordinary coherent images with weights. A fraction $2\tau-1=0.480$ of the source sends three beams through the lens. On each side a fraction $1-\tau=0.260$ sends two, order 0 and one side order. Therefore

$$I=(2\tau-1)\left(\frac12+\frac2\pi\cos\theta\right)^2+2(1-\tau)\left(\frac14+\frac1{\pi^2}+\frac1\pi\cos\theta\right).$$

To compare with the previous result, expand the square and use $\cos^2\theta=(1+\cos2\theta)/2$. The constant terms are

$$\frac{(2\tau-1)+2(1-\tau)}4+\frac{2(2\tau-1)+2(1-\tau)}{\pi^2}=\frac14+\frac{2\tau}{\pi^2}.$$

The $\cos\theta$ coefficient is $(2/\pi)[(2\tau-1)+(1-\tau)]=2\tau/\pi$, and the $\cos2\theta$ coefficient is $2(2\tau-1)/\pi^2$. All three agree.

At the line centre the three-beam part contributes $0.48026\times0.01866=0.009$. The two-beam part contributes $0.51974\times0.03301=0.017$. About two thirds of the unwanted light there comes from source points that lose a side order. An on-axis point source gives the three-beam image alone: 1.292 at the space centre, and zero where $\cos\theta=-\pi/4$, at $x\approx126$ nm. The extended source removes that zero.

Q: Then the extended source has made the image worse. Why use it?

A: For this pitch and at perfect focus it lowers the contrast. One gain, the one treated here, is access to smaller pitches; behaviour out of focus is a separate question. An on-axis point passes the first orders if $g\le1$, or $p\ge193/0.85=227$ nm. With the disc source some point passes a first order as long as $g\le1+\sigma$. Beyond that, $|s+ng|\ge g-\sigma>1$ for every side order, and order 0 alone leaves a flat image. The cutoff pitch is

$$p_{\min}=\frac{\lambda}{\mathrm{NA}(1+\sigma)}=\frac{193}{0.85\times1.6}=141.9\ \mathrm{nm}.$$

Just inside the cutoff, at $g=1.55$, the intensity difference between space and line centres is 0.014 of the clear field. At $g=1.62$ it is zero. Reaching the cutoff is therefore far from having a usable image.

Q: Which step would you defend least for a real mask?

A: The one that gave $M(f-s)$. It assumes that the same transmission $m(x)$ applies at every angle of incidence. If the mask has depth, its spectrum becomes $M(f;s)$. The sum over source points still holds, but the mask factors can no longer be taken out of the source integral, and in general no single mask spectrum, combined with a $T$ made of source and pupil alone, describes the images for all sources and focus settings.

A simple model illustrates the effect for one choice of fixed spectrum. The true angles at the mask now matter, so magnification no longer drops out; I take it to be 1. Place two copies of the grating 200 nm apart and let light propagate freely between them, without reflections. Order $k$ of the first screen acquires the phase

$$\frac{2\pi d}{\lambda}\sqrt{1-\mathrm{NA}^2|s+kg|^2},\qquad d=200\ \mathrm{nm},$$

when the root is real, and decays otherwise. The phase differences between orders depend on $s$. Using the normal-incidence spectrum for all source points changes the image by up to 0.064 of the clear field, while the correct peak is 0.496. That is an error of about 13% of the peak in this model. The size is tied to unit magnification: with 4× reduction the sines of the angles at the mask are four times smaller, and the same model with the same gap gives about 0.2%. The model leaves out edge scattering and polarization, so neither figure estimates the topography effects of a real mask. This one image has only three Fourier coefficients and could be matched exactly by fitted, angle-independent amplitudes; a least-squares fit to five focus positions between $-200$ and $200$ nm still left errors of about 0.03 of the clear field.

The scalar field is a further limit. At $\mathrm{NA}=0.85$ beams at the pupil edge are inclined by about $58^\circ$, and the electric fields of interfering beams need not be parallel. The intensities above belong to the scalar model. Most of the values quoted in these answers are printed by the numerical check; the others follow from them or from the given data by short arithmetic, or come from the same models run with the stated change of parameters.

## Numbers as computed

```
General test, one-dimensional aberrated system
Hopkins minus source sum, max, relative to peak: 8.2e-07
random phase samples: 40000
random-phase average, max deviation / peak: 0.0025
fixed equal phases, max deviation / peak: 1.492
T(0.3,-0.5) from four intensities: 0.71306+0.22646j
T(0.3,-0.5) from its definition:   0.71306+0.22646j
Worked example, equal lines and spaces
wavelength: 193 nm, NA: 0.85, sigma: 0.6
pitch: 320 nm, clear width: 160 nm
grating frequency g: 0.70956 NA/wavelength
g^2 + sigma^2: 0.8635, 3g - sigma: 1.5287
overlap area: 0.83707, source area: 1.13097 (NA/wavelength)^2
tau = T(1,0) = T(1,1): 0.74013
T(1,-1): 0.48026
counted three-beam source fraction: 0.48026
counted two-beam fraction, one side: 0.25987, 1-tau: 0.25987
eigenvalues of T matrix: 0.05771 0.25987 2.16268
constant term: 0.39998
cos(theta) coefficient: 0.47118
cos(2 theta) coefficient: 0.09732
x (nm), source sum, Hopkins, on-axis coherent (clear field = 1)
    0  0.96848  0.96848  1.29190
   40  0.73316  0.73316  0.90280
   80  0.30266  0.30266  0.25000
  120  0.06681  0.06681  0.00248
  160  0.02612  0.02612  0.01866
largest difference of the two roads: 3.1e-06
image contrast: 0.9475
cutoff pitch: 141.91 nm
modulation at g = 1.55: 0.01446
modulation at g = 1.62: 0.0e+00
two-screen mask, gap: 200 nm
two-screen peak intensity, true source sum: 0.4964
max error with normal-incidence spectrum: 0.0643
```
